# Mandel Q of resonance fluorescence at long counting times: a program that tests the result

```python
"""Long-time Mandel Q of the resonance fluorescence of a two-level atom.

Result under test (resonant drive, purely radiative damping):
    Q = -6 eta Omega^2 Gamma^2 / (Gamma^2 + 2 Omega^2)^2,
with minimum -3 eta/4 at Omega = Gamma/sqrt(2).
Omega: Rabi frequency; Gamma: population decay rate; Delta: detuning;
eta: probability that an emitted photon is counted; T: counting time.
Q = (variance - mean)/mean of the number of counts.
Units: rates in Gamma, times in 1/Gamma, so Gamma = 1 below.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import minimize, minimize_scalar

GAMMA = 1.0
IDENTITY = np.eye(2)
LOWER = np.array([[0.0, 1.0], [0.0, 0.0]])   # |g><e|, basis order g, e
EXCITED = np.diag([0.0, 1.0])
TRACE = np.array([1.0, 0.0, 0.0, 1.0])       # trace of a row-stacked matrix
GROUND = np.array([1.0, 0.0])


def hamiltonian(omega, delta=0.0):
    return 0.5 * omega * (LOWER + LOWER.T) - delta * EXCITED


def generators(omega, delta=0.0):
    """No-emission part and emission part of the master equation."""
    h = hamiltonian(omega, delta)
    smooth = -1j * (np.kron(h, IDENTITY) - np.kron(IDENTITY, h.T))
    smooth = smooth - 0.5 * GAMMA * (np.kron(EXCITED, IDENTITY)
                                     + np.kron(IDENTITY, EXCITED))
    return smooth, GAMMA * np.kron(LOWER, LOWER)


def steady_state(omega, delta=0.0):
    smooth, jump = generators(omega, delta)
    matrix = np.vstack([smooth + jump, TRACE])
    return np.linalg.lstsq(matrix, np.array([0, 0, 0, 0, 1.0]), rcond=None)[0]


def q_from_cumulants(omega, delta=0.0, eta=1.0):
    """Long-time Q from derivatives of the leading tilted eigenvalue."""
    smooth, jump = generators(omega, delta)
    h = 1e-2

    def growth(s):
        tilted = smooth + (1 - eta + eta * np.exp(s)) * jump
        return np.max(np.linalg.eigvals(tilted).real)

    m2, m1, c0, p1, p2 = [growth(k * h) for k in (-2, -1, 0, 1, 2)]
    mean_rate = (m2 - 8 * m1 + 8 * p1 - p2) / (12 * h)
    variance_rate = (-m2 + 16 * m1 - 30 * c0 + 16 * p1 - p2) / (12 * h**2)
    return variance_rate / mean_rate - 1


def count_distribution(omega, eta, duration, size=64):
    """Probabilities of 0, 1, 2, ... counts, from the generating function."""
    smooth, jump = generators(omega)
    start = steady_state(omega)
    values = []
    for k in range(size):
        z = np.exp(2j * np.pi * k / size)
        tilted = smooth + (1 - eta + eta * z) * jump
        values.append(TRACE @ expm(tilted * duration) @ start)
    return np.fft.fft(values).real / size


def count_moments(omega, eta, duration):
    p = count_distribution(omega, eta, duration)
    n = np.arange(len(p))
    assert abs(p.sum() - 1) < 1e-10 and p.min() > -1e-10 and p[-1] < 1e-8
    mean = n @ p
    variance = (n - mean)**2 @ p
    return mean, variance, variance / mean - 1


def q_formula(omega, eta=1.0):
    return -6 * eta * omega**2 * GAMMA**2 / (GAMMA**2 + 2 * omega**2)**2


def q_detuned_formula(omega, delta, eta=1.0):
    total = GAMMA**2 + 4 * delta**2 + 2 * omega**2
    return -2 * eta * omega**2 * (3 * GAMMA**2 - 4 * delta**2) / total**2


def population_formula(omega):
    return omega**2 / (GAMMA**2 + 2 * omega**2)


def g2_formula(omega, tau):
    mu = np.sqrt(complex(omega**2 - GAMMA**2 / 16))
    wave = np.cos(mu * tau) + 0.75 * GAMMA / mu * np.sin(mu * tau)
    return 1 - (np.exp(-0.75 * GAMMA * tau) * wave).real


def g2_numeric(omega, tau):
    """Two-time emission correlation from the full master equation."""
    smooth, jump = generators(omega)
    rho = steady_state(omega)
    rate = (TRACE @ jump @ rho).real
    pair = TRACE @ jump @ expm((smooth + jump) * tau) @ jump @ rho
    return pair.real / rate**2


def correction_time(omega):
    return ((7 * GAMMA**2 - 4 * omega**2)
            / (3 * GAMMA * (GAMMA**2 + 2 * omega**2)))


def waiting_moments(omega):
    """Norm, mean and variance of the time between emissions, by quadrature."""
    generator = -1j * hamiltonian(omega) - 0.5 * GAMMA * EXCITED

    def density(t):
        return GAMMA * abs((expm(generator * t) @ GROUND)[1])**2

    edges = [0, 10, 30, 80, 200]
    moments = []
    for power in range(3):
        moments.append(sum(
            quad(lambda t: t**power * density(t), a, b,
                 epsabs=1e-9, epsrel=1e-9, limit=100)[0]
            for a, b in zip(edges[:-1], edges[1:])))
    return moments[0], moments[1], moments[2] - moments[1]**2


best = GAMMA / np.sqrt(2)

# Steady population and pair correlation, overdamped and oscillating cases.
for omega in (0.1, 0.4, best, 2.0):
    assert abs(steady_state(omega)[3].real - population_formula(omega)) < 1e-10
    for tau in (0.0, 0.3, 1.0, 2.5, 6.0):
        assert abs(g2_numeric(omega, tau) - g2_formula(omega, tau)) < 1e-9

# Area of the correlation hole, integrated from the numerical correlation.
hole_area = quad(lambda t: g2_numeric(best, t) - 1, 0, 40,
                 epsabs=1e-9, limit=100)[0]
assert abs(hole_area + 3 * GAMMA / (GAMMA**2 + 2 * best**2)) < 1e-7

# Long-time Q against counting cumulants, with and without losses.
for omega in (0.1, 0.4, best, 1.0, 2.0, 5.0):
    for eta in (1.0, 0.2):
        assert abs(q_from_cumulants(omega, 0.0, eta)
                   - q_formula(omega, eta)) < 1e-6

# Weak-drive and strong-drive limits; corrections are about one per cent.
assert abs(q_from_cumulants(0.05) / (-6 * 0.05**2) - 1) < 0.02
assert abs(q_from_cumulants(10.0) / (-1.5 / 10.0**2) - 1) < 0.02

# Detuned drive, including the super-Poissonian side.
for omega, delta in ((0.7, 0.3), (1.5, 0.6), (0.7, 1.2), (2.0, 2.0)):
    assert abs(q_from_cumulants(omega, delta)
               - q_detuned_formula(omega, delta)) < 1e-6
assert q_from_cumulants(0.7, 1.2) > 0

# Position of the minimum, found without the closed formula.
line_search = minimize_scalar(q_from_cumulants, bounds=(0.2, 2.0),
                              method="bounded", options={"xatol": 1e-7})
assert abs(line_search.x - best) < 1e-3
assert abs(line_search.fun + 0.75) < 1e-6
plane_search = minimize(lambda x: q_from_cumulants(x[0], x[1]), [1.2, 0.5],
                        method="Nelder-Mead",
                        options={"xatol": 1e-5, "fatol": 1e-10})
assert abs(plane_search.x[0] - best) < 1e-3
assert abs(plane_search.x[1]) < 1e-3

# Waiting times between emissions.
waiting = {}
for omega in (0.4, best, 2.0):
    norm, mean_wait, var_wait = waiting_moments(omega)
    waiting[omega] = (mean_wait, var_wait)
    assert abs(norm - 1) < 1e-6
    assert abs(mean_wait - (2 / GAMMA + GAMMA / omega**2)) < 1e-5
    assert abs(var_wait - (4 / GAMMA**2 + GAMMA**2 / omega**4
                           - 2 / omega**2)) < 1e-4
    assert abs(var_wait / mean_wait**2 - 1 - q_formula(omega)) < 1e-5

# Finite counting time, from the complete count distribution.
duration = 40.0
for omega in (0.4, best, 2.0):
    for eta in (1.0, 0.2):
        q_counted = count_moments(omega, eta, duration)[2]
        expected = q_formula(omega, eta) * (1 - correction_time(omega) / duration)
        assert abs(q_counted - expected) < 1e-7

print("Rates in units of Gamma, times in units of 1/Gamma")
print(f"Optimal Rabi frequency, formula: {best:.4f} Gamma")
print(f"Optimal Rabi frequency, search: {line_search.x:.4f} Gamma")
print(f"Minimum long-time Q, search, eta = 1: {line_search.fun:.4f}")
print(f"Search over Omega and Delta: Omega = {plane_search.x[0]:.3f} Gamma, "
      f"|Delta| = {abs(plane_search.x[1]):.3f} Gamma")
print("At the optimal Rabi frequency:")
print(f"  excited population: {steady_state(best)[3].real:.4f}")
print(f"  emission rate: {GAMMA * steady_state(best)[3].real:.4f} Gamma")
print(f"  integral of g2 - 1: {hole_area:.4f} /Gamma")
print(f"  mean waiting time: {waiting[best][0]:.4f} /Gamma")
print(f"  waiting-time variance: {waiting[best][1]:.4f} /Gamma^2")
print(f"  correction time tau_c: {correction_time(best):.4f} /Gamma")
print("Long-time Q from counting cumulants, eta = 1:")
for omega in (0.1, 0.4, best, 1.0, 2.0, 5.0):
    print(f"  Omega = {omega:.4f} Gamma: population = "
          f"{steady_state(omega)[3].real:.4f}, Q = {q_from_cumulants(omega):.4f}")
print("Counts at the optimal Rabi frequency, from the distribution:")
for eta in (1.0, 0.2):
    mean, variance, q_value = count_moments(best, eta, duration)
    print(f"  eta = {eta:.1f}, T = {duration:.0f} /Gamma: mean = {mean:.4f}, "
          f"variance = {variance:.4f}, Q(T) = {q_value:.4f}")
    print(f"  eta = {eta:.1f}, long-time Q = "
          f"{q_from_cumulants(best, 0.0, eta):.4f}")
print("Approach to the long-time value, eta = 1:")
for time in (1.0, 4.0, 10.0, 40.0):
    estimate = q_formula(best) * (1 - correction_time(best) / time)
    print(f"  T = {time:.0f} /Gamma: Q(T) = {count_moments(best, 1.0, time)[2]:.4f}, "
          f"Q(1 - tau_c/T) = {estimate:.4f}")
print(f"Detuning where Q changes sign: {np.sqrt(3) / 2 * GAMMA:.4f} Gamma")
print(f"Q at Omega = 0.7 Gamma, Delta = 1.2 Gamma: "
      f"{q_from_cumulants(0.7, 1.2):.4f}")
print("every check passed")
```

Output:

```
Rates in units of Gamma, times in units of 1/Gamma
Optimal Rabi frequency, formula: 0.7071 Gamma
Optimal Rabi frequency, search: 0.7071 Gamma
Minimum long-time Q, search, eta = 1: -0.7500
Search over Omega and Delta: Omega = 0.707 Gamma, |Delta| = 0.000 Gamma
At the optimal Rabi frequency:
  excited population: 0.2500
  emission rate: 0.2500 Gamma
  integral of g2 - 1: -1.5000 /Gamma
  mean waiting time: 4.0000 /Gamma
  waiting-time variance: 4.0000 /Gamma^2
  correction time tau_c: 0.8333 /Gamma
Long-time Q from counting cumulants, eta = 1:
  Omega = 0.1000 Gamma: population = 0.0098, Q = -0.0577
  Omega = 0.4000 Gamma: population = 0.1212, Q = -0.5510
  Omega = 0.7071 Gamma: population = 0.2500, Q = -0.7500
  Omega = 1.0000 Gamma: population = 0.3333, Q = -0.6667
  Omega = 2.0000 Gamma: population = 0.4444, Q = -0.2963
  Omega = 5.0000 Gamma: population = 0.4902, Q = -0.0577
Counts at the optimal Rabi frequency, from the distribution:
  eta = 1.0, T = 40 /Gamma: mean = 10.0000, variance = 2.6562, Q(T) = -0.7344
  eta = 1.0, long-time Q = -0.7500
  eta = 0.2, T = 40 /Gamma: mean = 2.0000, variance = 1.7062, Q(T) = -0.1469
  eta = 0.2, long-time Q = -0.1500
Approach to the long-time value, eta = 1:
  T = 1 /Gamma: Q(T) = -0.2346, Q(1 - tau_c/T) = -0.1250
  T = 4 /Gamma: Q(T) = -0.5844, Q(1 - tau_c/T) = -0.5937
  T = 10 /Gamma: Q(T) = -0.6875, Q(1 - tau_c/T) = -0.6875
  T = 40 /Gamma: Q(T) = -0.7344, Q(1 - tau_c/T) = -0.7344
Detuning where Q changes sign: 0.8660 Gamma
Q at Omega = 0.7 Gamma, Delta = 1.2 Gamma: 0.0451
every check passed
```
